# The Zeldovich factor for spherical void nucleation from vacancies, part 2

A metal with excess vacancies can form voids. We want their nucleation rate $J$, per volume and time, and its sensitivity to the model, using copper as the example.

A spherical void of radius $r$ contains $n$ vacancies, each of volume $\Omega$, with $n\Omega=\frac{4\pi}{3}r^3$. Its free energy is

$$
G(n)=-n\,\Delta\mu+A\,n^{2/3},
$$

$$
A=(36\pi)^{1/3}\gamma\,\Omega^{2/3},\qquad
\Delta\mu=kT\ln S,\qquad S=\frac{x_v}{x_v^{\rm eq}} .
$$

Here $\gamma$ is the surface energy per area, $x_v$ the vacancy site fraction, $x_v^{\rm eq}$ its equilibrium value, $k$ Boltzmann's constant and $T$ the temperature. Primes on $G$ denote derivatives in $n$; stars mark the top of the barrier, where

$$
n^*=\left(\frac{2A}{3\Delta\mu}\right)^3,\qquad
G^*=\tfrac12\,n^*\Delta\mu .
$$

A void captures vacancies at rate $\beta_n$ and emits them at rate $\alpha_n$. With $N_s$ lattice sites per volume, the zero-flux reference population and detailed balance are

$$
N_n=N_s\exp[-G(n)/kT],\qquad
\alpha_{n+1}N_{n+1}=\beta_nN_n .
$$

The steady rate, as the direct sum over the rate chain and in terms of the Zeldovich factor $Z$, is

$$
\frac1J=\sum_{n=1}^{\infty}\frac1{\beta_nN_n},\qquad
J=Z\,\beta^*N_s\exp(-G^*/kT).
$$

The curvature form and the boxed barrier formula for the sphere are

$$
Z=\sqrt{\frac{-G''(n^*)}{2\pi kT}},\qquad
\boxed{
Z=\frac1{n^*}\sqrt{\frac{G^*}{3\pi kT}}
}
$$

With $b=G^*/kT$, the next correction multiplies $Z$ by $1+1/(36b)$ for diffusion-limited capture and $1-5/(36b)$ for surface-limited (interface-limited) capture. The region within $kT$ of the top has full width $2/(\sqrt\pi Z)$.

The quenched example is fcc copper at 700 K retaining its 1300 K equilibrium vacancies. The inputs are lattice parameter $a=0.36$ nm, $\gamma=1.7\ \mathrm{J/m^2}$, vacancy formation energy $E_f=1.3$ eV and migration energy $E_m=0.7$ eV. They give $\Omega=0.01166\ \mathrm{nm^3}$, $kT=0.0603$ eV, $S=2.1\times10^4$, $\Delta\mu=0.600$ eV, $A=2.639$ eV, $n^*=25.2$, $r^*=0.41$ nm, $G^*=125.4\,kT$, $G''(n^*)=-0.0079$ eV and $Z=0.145$.

### Capture and the nucleation rate

An fcc vacancy has 12 jumps of length $a/\sqrt2$, where $a$ is the lattice parameter. If each occurs at rate $\nu e^{-E_m/kT}$, then

$$
D_v=\tfrac16\times12\times\frac{a^2}{2}\,\nu e^{-E_m/kT}
=a^2\nu e^{-E_m/kT}.
$$

With $\nu=10^{13}\ \mathrm{s^{-1}}$, the vacancy diffusivity is $1.18\times10^7\ \mathrm{nm^2/s}$. The vacancy fraction retained from 1300 K is $9.1\times10^{-6}$ when the formation entropy is omitted. Including this entropy would multiply the fraction, and therefore $\beta^*$, by a constant, without changing $S$.

For steady diffusion to a sphere, the concentration gradient at its surface is $(x_v/\Omega)/r$. Multiplication by $D_v$ and the area $4\pi r^2$ gives

$$
\beta=\frac{4\pi rD_vx_v}{\Omega}.
$$

Emission is counted separately in the rate chain, so the gradient is taken towards a perfectly absorbing surface. At $r^*$ this gives $\beta^*=4.8\times10^4\ \mathrm{s^{-1}}$. The continuum diffusion law is itself approximate here, because $r^*$ is comparable with an atomic jump length.

With $N_s=1/\Omega=8.6\times10^{22}\ \mathrm{cm^{-3}}$, the prefactor $Z\beta^*N_s$ is about $6\times10^{26}\ \mathrm{cm^{-3}s^{-1}}$. The logarithm of the rate, in units of $\mathrm{cm^{-3}s^{-1}}$, is

$$
\log_{10}J=26.8-\frac{125.4}{2.303}=-27.7 .
$$

This value uses the capillary reference population down to $n=1$, where a single vacancy costs $A$ instead of $E_f$. The reference density $N_1$ is then smaller than the actual vacancy density by a factor $\exp[(A-E_f)/kT]\approx4\times10^9$. Holding single vacancies at their actual density would raise $\log_{10}J$ to about $-18$. The curvature term introduced below removes this mismatch, as long as the formation entropy is omitted from both densities.

With either choice, homogeneous void nucleation is negligible in this model even with the generous vacancy supply. The factor $Z$ lowers the rate by less than one power of ten. The exponential decides the matter.

### Time needed to reach steady state

Near the top the mean drift in size is approximately $-\beta^*G'/kT$. Since $G'\simeq G''(n-n^*)$, a displacement from the top grows at the rate

$$
\lambda=\frac{\beta^*|G''|}{kT}=2\pi\beta^*Z^2 .
$$

Here $\lambda/\beta^*=0.1315$ and $1/\lambda=1.6\times10^{-4}$ s. This is the time scale of the top region. The complete time lag also includes the climb from small sizes, which is not calculated here.

Evaluated at $n^*$, the discrete drift $\beta_n-\alpha_n$ has a slope of $0.1412\,\beta^*$, about 7% above the continuum value. The difference comes from whole-vacancy steps: emission compares $n$ with $n-1$, so the discrete drift does not vanish at $n^*$. Put $g=G/kT$ and $x=g(n^*)-g(n^*-1)$. Differentiating $\beta_n-\beta_{n-1}e^{g(n)-g(n-1)}$ at the top gives

$$
\beta'(n^*)-\beta'(n^*-1)e^x+\beta(n^*-1)e^xg'(n^*-1).
$$

In units of $\beta^*$, the last term is $0.9866\times1.0692\times0.1351=0.1425$, and the first two together give $-0.0013$. Their sum reproduces the discrete slope. The largest correction is the factor $e^x=1.069$. The 7% should not be read as a faster escape from the top. The discrete drift vanishes about 0.4 vacancy higher, at $n\approx25.6$, and its slope there is $0.132\,\beta^*$, within 1% of the continuum value.

The supersaturation must survive long enough for a steady flux to form. For a dislocation density $\rho=10^8\ \mathrm{cm^{-2}}$, a rough value for annealed metal, the estimate $1/(D_v\rho)$ gives 0.085 s at 700 K. A geometrical factor containing a logarithm of the dislocation spacing is omitted. This time is about 500 times $1/\lambda$, but the nucleation rate falls much sooner than the vacancy content. Since $d\ln J/d\ln S\simeq n^*+1$, the rate drops by a factor $e$ when $S$ has fallen by only about 4%, which takes about 3 ms. That is still about 20 times $1/\lambda$, so a quasi-steady treatment is reasonable near the top. The vacancy supply is nevertheless short-lived on the scale of an anneal.

### Weaker supersaturation

Now keep copper at 700 K with the same $\gamma$ and change $S$ alone. For $S=100$, the critical void has 254 vacancies, $G^*=585\,kT$ and $Z=0.031$. For $S=2$, the values are $n^*=7.5\times10^4$, $G^*=2.6\times10^4\,kT$ and $Z=7.0\times10^{-4}$. No plausible kinetic prefactor can offset such barriers. Within this model, homogeneous nucleation does not explain voids at these supersaturations.

### Voids on foreign surfaces

An inclusion or an inert interface can lower the barrier. Consider a spherical cap of curvature radius $R$ on a flat foreign surface, with contact angle $\theta$ measured through the void. Let $c=\cos\theta$. Adding thin discs gives its volume:

$$
V=\pi R^3\int_c^1(1-z^2)dz
=\frac{\pi R^3}{3}(2-3c+c^3)
=\varphi\frac{4\pi R^3}{3},
$$

where $\varphi=(2-3c+c^3)/4$ is the volume fraction of the full sphere.

The curved surface has area $2\pi R^2(1-c)$. At the base, of area $\pi R^2(1-c^2)$, a metal–foreign interface is replaced by a bare foreign surface. Young's equation gives the energy change per area as $-\gamma c$. The total surface cost is

$$
\pi R^2\gamma\left[2(1-c)-c(1-c^2)\right]
=4\pi R^2\gamma\,\varphi .
$$

At fixed $n$, $R=[3n\Omega/(4\pi\varphi)]^{1/3}$. The cost is therefore $\varphi^{1/3}An^{2/3}$: the powers of $n$ are unchanged and $A$ is multiplied by $\varphi^{1/3}$. At fixed $\Delta\mu$, both $n^*$ and $G^*$ vary as $A^3$, so both are multiplied by $\varphi$. The barrier formula for $Z$ remains valid with the values for the cap, and

$$
Z_{\rm cap}=\varphi^{-1/2}Z_{\rm sphere}.
$$

For a hemisphere in the quenched copper example, $\varphi=1/2$, $n^*=12.6$, $G^*=62.7\,kT$ and $Z=0.205$. The rate also needs the density of sites on the foreign surface and the capture rate of a cap. Neither is specified, so no rate is given.

At $S=100$, reducing the barrier from 585 to about $60\,kT$ requires $\varphi\approx0.10$, corresponding to $\theta\approx53^\circ$ and $n^*\approx26$. At $S=2$ the same barrier requires $\varphi\approx0.002$. Favourable wetting by the void can thus matter far more than any correction to $Z$.

### When the surface energy depends on size

The capillary energy is doubtful for a void of 25 vacancies. At $n=1$ its surface term gives 2.64 eV, whereas the assumed vacancy formation energy is 1.3 eV. A simple way to size the error is to add a curvature term:

$$
G(n)=-n\Delta\mu+An^{2/3}+Cn^{1/3},\qquad
C=E_f-A=-1.34\ \mathrm{eV}.
$$

This interpolates between a single vacancy and a large void. It is not a calculation of small-void energies. At the new top,

$$
\Delta\mu=\tfrac23A(n^*)^{-1/3}+\tfrac13C(n^*)^{-2/3}.
$$

Substitution into $G$ gives

$$
G^*=\tfrac13A(n^*)^{2/3}+\tfrac23C(n^*)^{1/3}.
$$

The second derivative gives

$$
-(n^*)^2G''(n^*)=\tfrac29\left[A(n^*)^{2/3}+C(n^*)^{1/3}\right]
=\tfrac23\left[G^*-\tfrac13C(n^*)^{1/3}\right].
$$

The curvature form of $Z$ therefore becomes

$$
Z=\frac1{n^*}
\sqrt{\frac{G^*-\tfrac13C(n^*)^{1/3}}{3\pi kT}} .
$$

For the quenched copper example, $n^*=18.65$ and $G^*=63.3\,kT$. The curvature form gives $Z=0.159$, as does the discrete rate chain. The uncorrected barrier formula, even with the new $n^*$ and $G^*$, gives 0.139, which is 13% lower than the curvature value.

The change in barrier matters much more: $\log_{10}J$ rises from $-27.7$ to $-0.7$. The corrected rate is about $0.2\ \mathrm{cm^{-3}s^{-1}}$. Even if this initial rate lasted for the whole estimated drain time of 0.085 s, it would produce only about 0.02 voids per $\mathrm{cm^3}$. The falling supersaturation makes the actual number in this model smaller still. The large shift shows that an absolute rate at this size needs reliable energies of small voids.

The rough inputs matter as much. Lowering $\gamma$ from 1.7 to $1.6\ \mathrm{J/m^2}$, with $C$ adjusted to keep the single-vacancy energy, raises $\log_{10}J$ by about 4.5. A vacancy formation entropy of $1.5k$ raises it by about 2.4, because it increases the vacancy fraction and also lowers the single-vacancy free energy that fixes $C$. The small number of voids found here is therefore not a prediction for quenched copper. At $S=100$ and $S=2$ the corrected barriers remain 447 and $2.5\times10^4\,kT$, so the conclusion for those cases is unchanged.

### Other sensitivities and the real case

At fixed $T$ and $S$, both $n^*$ and $G^*$ vary as $\gamma^3$, and hence $Z\propto\gamma^{-3/2}$. Raising $\gamma$ by 10% raises the barrier by 33% and lowers $Z$ by 13%. Adsorbed impurities that lower $\gamma$ act in the opposite direction.

The effect of a hydrostatic pressure $P$ depends on what is held fixed. If $S$ is defined relative to sinks in equilibrium under that pressure, opening the void costs $P\Omega$ per vacancy and $\Delta\mu$ becomes $kT\ln S-P\Omega$. For 100 MPa this work is 0.007 eV, and the barrier rises by 2.5%. If instead the vacancy fraction is fixed, the pressure also raises the chemical potential of a dissolved vacancy by $P\Omega$. In the unrelaxed-volume model the two terms cancel.

The copper parameters are typical in size, but $S=2\times10^4$ is far above what is expected in a diffusion couple with active sinks. Even a quench would lose vacancies while cooling. Pure copper also omits the composition gradient that drives the Kirkendall effect. Vacancy loops and stacking-fault tetrahedra, which compete for vacancies, are left out too. Voids do occur in real diffusion couples. The model suggests looking to foreign surfaces, impurities or existing cavities for their origin, but does not determine which of these acts in a given couple. Two assumptions matter strongly in the quenched example: that the void forms in a perfect crystal, and that its surface energy does not depend on size. Replacing the sphere by a hemisphere on a foreign surface halves the barrier, and adding the curvature term roughly halves it too.

### Use in a calculation

For a pure capillary energy, compute $n^*$ and $G^*$ from the same $\gamma$, $\Omega$ and $S$, then apply the boxed formula without rounding $n^*$. For corrected energies, or tabulated ones that vary smoothly with $n$ across the top, use the curvature form; if tabulated energies are irregular from one size to the next, use the direct sum. If the top is only one or two vacancies wide, or $G^*$ is only a few $kT$, sum $1/(\beta_nN_n)$ directly. Evaluate the rate through its logarithm,

$$
\ln J=\ln(Z\beta^*N_s)-G^*/kT,
$$

with $J$ and the prefactor expressed in the same unit, so that a large barrier does not cause numerical underflow. The capture rate must be the total rate per void, not a flux per area. The main values of the copper example are listed in the numerical output below.

## Calculated quantities

```
lattice parameter = 0.36 nm
volume per vacancy = 0.01166 nm^3
surface energy = 1.70 J/m^2 = 10.611 eV/nm^2
formation, migration energy = 1.3, 0.7 eV
attempt frequency = 1.0e+13 1/s
hold, quench temperature = 700, 1300 K
kT at hold = 0.06032 eV
ln S = 9.947, S = 2.088e+04
driving energy per vacancy = 0.6000 eV
surface coefficient A = 2.6391 eV
critical number n* = 25.21
critical radius = 0.4125 nm
barrier G* = 7.564 eV = 125.40 kT
curvature G''(n*) = -0.00793 eV
Z from barrier formula = 0.14467
Z from curvature = 0.14467
Z, rate chain, diffusion-limited = 0.14470
Z, rate chain, interface-limited = 0.14451
relative shift, diffusion-limited = 2.224e-04
predicted 1/(36b) = 2.215e-04
relative shift, interface-limited = -1.116e-03
predicted -5/(36b) = -1.108e-03
kT width, direct = 7.799 vacancies
kT width, 2/(sqrt(pi) Z) = 7.800 vacancies
top growth rate / capture, discrete = 0.1412
top growth rate / capture, 2 pi Z^2 = 0.1315
vacancy diffusivity = 1.183e+07 nm^2/s
vacancy site fraction = 9.125e-06
capture rate at n* = 4.796e+04 1/s
log10 of J in 1/(cm^3 s) = -27.7
time scale to steady state = 1.59e-04 s
dislocation density = 1.0e+08 1/cm^2
vacancy drain time to dislocations = 8.46e-02 s
S=2: n* = 7.451e+04, G* = 2.582e+04 kT, Z = 7.025e-04
S=2, with curvature term: G* = 2.489e+04 kT
S=100: n* = 254.1, G* = 585 kT, Z = 3.101e-02
S=100, with curvature term: G* = 447.3 kT
hemisphere: volume fraction = 0.500, n* = 12.61
hemisphere: G* = 62.70 kT, Z = 0.2046
hemisphere: log10 J per site density of bulk, 1/(cm^3 s) = not used; Z ratio = 1.4142
curvature coefficient C = -1.3391 eV
with curvature term: n* = 18.65, G* = 63.31 kT
with curvature term: Z from curvature = 0.1591
with curvature term: Z from rate chain = 0.1591
with curvature term: Z from barrier form = 0.1390
with curvature term: log10 J in 1/(cm^3 s) = -0.7
surface energy +10%: G* +33.1 %, Z -13.3 %
stress 100 MPa: work per vacancy = 0.00728 eV
stress effect on G* = +2.47 %
```
